\section*{Spurious Hartree-Fock charge order in the half-filled spinless t-V chain}

\section{A gap and an order that are not there}

Take spinless fermions on a half-filled chain with hopping $t$ and nearest-neighbour repulsion $V=t$. Hartree-Fock predicts an insulator whose site densities alternate between $0.584$ and $0.416$, with a band gap of $0.336\,t$. The self-consistent iteration converges to this state, which lies below the uniform one. Yet the exact ground state has no density order at this coupling, nor at any $0<V\le 2t$. The gap is absent there too; that is quoted from the Bethe-ansatz solution, while the absence of order is proved below. Someone who trusts the converged solution assigns the chain to the wrong phase.

The Hamiltonian is
\begin{equation}
H=-t\sum_i\left(c_i^\dagger c_{i+1}+c_{i+1}^\dagger c_i\right)
+V\sum_i\left(n_i-\tfrac12\right)\left(n_{i+1}-\tfrac12\right),
\end{equation}
with $t,V>0$, zero temperature, and a periodic ring of $L=4\nu+2$ sites holding $L/2$ particles, $L\to\infty$ at the end. Energies are in units of $t$ where numbers are given. Hartree-Fock means the best single determinant of fixed particle number.

\section{The counter-example: Hartree-Fock orders for every $V>0$}

In a determinant, $\langle n_in_{i+1}\rangle=\langle n_i\rangle\langle n_{i+1}\rangle-|\langle c_i^\dagger c_{i+1}\rangle|^2$. Let $\langle n_i\rangle=\frac12+(-1)^im$ and $\langle c_i^\dagger c_{i+1}\rangle=p$, real. The energy per site is
\begin{equation}
\varepsilon=-2tp-V(m^2+p^2).
\end{equation}
Varying the energy with respect to the density and bond averages gives the one-particle Hamiltonian
\begin{equation}
h=-T\sum_i(c_i^\dagger c_{i+1}+\text{h.c.})-\Delta\sum_i(-1)^in_i,\quad
T=t+Vp,\quad \Delta=2Vm .
\end{equation}
The factor 2 in $\Delta$ counts the two neighbours; exchange enhances the hopping. The staggered field couples $k$ to $k+\pi$, whose band energies are $\mp2T\cos k$. The levels are therefore $\pm E_k$ with $E_k=\sqrt{4T^2\cos^2k+\Delta^2}$ and $|k|<\pi/2$. Filling the lower ones leaves a gap $2\Delta$.

The energy of $h$ per site is $-2Tp-\Delta m=-\frac1\pi\int_0^{\pi/2}E_k\,dk$. Differentiating with respect to $\Delta$ and $T$, where the state itself contributes nothing because it is stationary, yields $m$ and $p$. With $r=\Delta/2T$,
\begin{equation}
m=\frac{rI_0}{\pi},\quad p=\frac{I_2}{\pi},\quad
I_0=\int_0^{\pi/2}\!\frac{dk}{\sqrt{\cos^2k+r^2}},\quad
I_2=\int_0^{\pi/2}\!\frac{\cos^2k\,dk}{\sqrt{\cos^2k+r^2}} .
\end{equation}

Now treat $r$ as a free variational parameter. The determinant labelled $r$ minimizes $-2T(p+rm)$ at fixed field ratio, so $p'(r)=-r\,m'(r)$. Hence
\begin{align}
\varepsilon'(r)&=-2(t+Vp)p'-2Vmm'
=2m'\left[r(t+Vp)-Vm\right]\nonumber\\
&=2r\,m'\left[t-\frac{V}{\pi}D(r)\right],\qquad
D=I_0-I_2=\int_0^{\pi/2}\frac{\sin^2k\,dk}{\sqrt{\cos^2k+r^2}} .
\end{align}
Here $m'>0$, since $r/\sqrt{\cos^2k+r^2}$ grows with $r$. The function $D$ falls monotonically from infinity at $r=0$ to zero at $r=\infty$. The energy thus first decreases, then increases, with one minimum at
\begin{equation}
D(r)=\pi t/V .
\label{gap}
\end{equation}
The vanishing bracket in $\varepsilon'$ says $rT=Vm$, which is the self-consistency condition $\Delta=2Vm$. A solution with $r>0$ exists for every $V>0$ and lies below $r=0$.

No other translation-invariant determinant can rescue the uniform state. Such a determinant fills half of the momenta, and $|p|$ is largest when they form one interval of width $\pi$. Then, for $L\to\infty$, $|p|=\int_{-\pi/2}^{\pi/2}\cos k\,dk/2\pi=1/\pi$, so the energy per site is at least $-2t/\pi-V/\pi^2=\varepsilon(0)$. On the infinite chain every Hartree-Fock minimum therefore breaks translation symmetry. On a finite ring no momentum sits at $\pm\pi/2$, the divergence of $D$ at $r=0$ is cut off at order $\ln L$, and order needs a minimum length: at $V=t$ the self-consistent iteration from a staggered start returns to $m=0$ for $L\le26$ and gives $m=0.039$ at $L=30$; at $V=t/2$ the uniform state resists the staggered field up to about 640 sites. Unrestricted searches from random complex starts, at $V=2t$ on 30 sites, found the alternating state as the lowest.

\subsection*{Weak coupling}

For small $r$, $I_2\to1$. In $I_0$ put $x=\pi/2-k$ and split $1=\cos x+(1-\cos x)$ in the numerator. The first part gives $\operatorname{arsinh}(1/r)\to\ln(2/r)$, the second $\int_0^{\pi/2}\tan(x/2)\,dx=\ln2$. So $D\to\ln(4/r)-1$, and (\ref{gap}) gives
\begin{equation}
r\to\frac{4}{\mathrm e}\,\mathrm e^{-\pi t/V},\qquad
\Delta=2Tr\to\frac{8}{\mathrm e}\left(t+\frac V\pi\right)\mathrm e^{-\pi t/V}.
\end{equation}
The logarithm comes from momenta near $\pm\pi/2$, where the staggered field couples nearly degenerate levels. It makes the uniform determinant unstable at arbitrarily small $V$.

\subsection*{Numbers at $V=t$ and $V=2t$}

At $V=t$, (\ref{gap}) gives $r=0.06386$ and $p=0.31595$. Then $T=1+0.31595=1.31595$, $\Delta=2(1.31595)(0.06386)=0.1681$ and $m=\Delta/2V=0.0840$. Ordering lowers the energy per site from $-0.737941$ to $-0.738792$, a gain of $0.00085$. Exact diagonalization, extrapolated from 14 and 18 sites with a $1/L^2$ correction, gives $-0.7500$. The ordered determinant still misses $0.0112$, about thirteen times what ordering gained.

At $V=2t$ the order is $m=0.257$ and the gap $2.05\,t$. Ordering gains $0.0253$ per site, more than half of the $0.0470$ that the uniform determinant misses relative to the extrapolated value. The better energy is real, as the variational principle demands; the order is still spurious. In the uniform determinant exchange alone correlates neighbouring densities, with $\langle Z_iZ_{i+1}\rangle=-1/\pi^2$ for $Z_i=n_i-\frac12$. The ordered determinant strengthens this to $-(m^2+p^2)$, but does so through a permanent pattern, and its energy does not reveal the difference.

\section{The correct statement}

Write $Z_i=n_i-\frac12$ and measure order by
\begin{equation}
\Omega_Z=\frac1{L^2}\Big\langle\Big(\sum_i(-1)^iZ_i\Big)^2\Big\rangle .
\end{equation}
It tends to a positive limit if the density has long-range staggered order.

\textbf{Theorem.} For $0<V\le2t$, $\Omega_Z\to0$ as $L\to\infty$ in the exact ground state.

The idea is that, for $V\le2t$, density order would force order in a transverse spin direction as well. That direction can be rotated continuously at no energy cost, and in this chain zero-point fluctuations destroy such order, as shown below.

\subsection{Spin form}

The Jordan-Wigner map $c_i=\prod_{j<i}(-2Z_j)\,S_i^-$ turns $c_i^\dagger c_{i+1}$ into $S_i^+S_{i+1}^-$. On the bond closing the ring a sign $(-1)^{L/2-1}$ remains, which is $+1$ for $L=4\nu+2$. With $X,Y,Z$ the spin-$\frac12$ components,
\begin{equation}
H=\sum_i\left[-2t(X_iX_{i+1}+Y_iY_{i+1})+VZ_iZ_{i+1}\right].
\end{equation}
We consider this spin ring for all values $M$ of $\sum_iZ_i$; half filling is $M=0$.

\subsection{Bond fields cannot lower the energy}

For real numbers $h_i$, the claim is that the ground energy obeys
\begin{equation}
E_0\Big[H-V\sum_ih_i(Z_i+Z_{i+1})+\frac V2\sum_ih_i^2\Big]\ge E_0[H].
\label{field}
\end{equation}
Rotate odd sites by $\pi$ about $X$, which reverses their $Y$ and $Z$, and absorb $(-1)^i$ into $h_i$. With the real matrix $\hat Y=iY$, the left-hand Hamiltonian becomes, up to the constant $VL/4$,
\begin{equation}
\sum_i\left[-2tX_iX_{i+1}-2t\hat Y_i\hat Y_{i+1}+\tfrac V2(Z_i-Z_{i+1}-h_i)^2\right].
\end{equation}
Call its ground energy $E(h)$. Cut the ring through two opposite bonds into mirror halves and write a real ground state as a matrix $c_{ab}$, with $a,b$ labelling mirror bases. Terms crossing a cut have the form $-J\,A\otimes B$, with $J>0$ and real $A,B$; for the last term $A=Z_i-h_i$, $B=Z_{i+1}$. Using the singular-value form $c=U\sigma W^{T}$,
\begin{equation}
\langle A\otimes B\rangle=\sum_{kl}\sigma_k\sigma_l a_{kl}b_{kl}
\le\tfrac12\sum_{kl}\sigma_k\sigma_l(a_{kl}^2+b_{kl}^2),
\end{equation}
where $a=U^TAU$, $b=W^TBW$. The two terms on the right are half the expectations of $A\otimes A$ in the state $U\sigma U^T$ and of $B\otimes B$ in $W\sigma W^T$. Terms within a half keep their values in the corresponding state. Therefore $E(h)\ge\frac12[E(h')+E(h'')]$, where $h'$ and $h''$ consist of one half's fields and their mirror image (with opposite sign, because reflection reverses the order of the two sites of a bond), with zero field on the cut bonds, because there $A\otimes1-1\otimes A$ contains no $h_i$.

$E(h)$ grows without limit at large $h$, so a minimum exists. Choose a minimizer with the most zero fields and suppose that one field is nonzero. Cut through that bond. If the halves contain $\alpha$ and $\beta$ zeros inside, $h$ has at most $\alpha+\beta+1$. Both $h'$ and $h''$ are also minimizers, with $2\alpha+2$ and $2\beta+2$ zeros, and the larger number is at least $\alpha+\beta+2$. This contradiction proves $h=0$, hence (\ref{field}).

\subsection{Two consequences}

\textit{Unique ground state.} Let $E_M$ be the lowest energy at total $M$, and set all $h_i=2M/L$. Then (\ref{field}) reads $E_M-4VM^2/L+2VM^2/L\ge E_0$, so
\begin{equation}
E_M\ge E_0+2VM^2/L .
\end{equation}
The ground state has $M=0$. Within $M=0$, hopping elements in the $Z$ basis are $-t<0$ and connect all configurations. Replacing amplitudes by their moduli cannot raise the energy, and a ground state with nonnegative amplitudes cannot have a zero one, as the eigenvalue equation would spread the zero to all neighbours. Real ground states thus have one sign throughout, two of them cannot be orthogonal, and the ground state $|0\rangle$ is unique.

\textit{Weak long-wave density fluctuations.} Let $A_q=\sum_j\mathrm e^{iqj}A_j$ and $S(q)=\langle Z_{-q}Z_q\rangle/L$, with $0<|q|<\pi$. Insert small fields proportional to $\cos qj$ and $\sin qj$ in (\ref{field}) and add the second-order energies. First-order terms vanish because $\langle Z_j\rangle=0$ by particle-hole symmetry. Since $\sum_j\mathrm e^{iqj}(Z_j+Z_{j+1})=(1+\mathrm e^{-iq})Z_q$,
\begin{equation}
\chi\equiv\sum_{n\ne0}\frac{|\langle n|Z_q|0\rangle|^2}{E_n-E_0}
\le\frac{L}{4V(1+\cos q)} .
\end{equation}
A hop between $j$ and $j+1$ changes $Z_q$ by $\pm\mathrm e^{iqj}(1-\mathrm e^{iq})$, of squared modulus $2(1-\cos q)$. The double commutator therefore gives
\begin{equation}
F\equiv\sum_n(E_n-E_0)|\langle n|Z_q|0\rangle|^2
=\tfrac12\langle[Z_{-q},[H,Z_q]]\rangle\le tL(1-\cos q),
\end{equation}
because $S_j^+S_{j+1}^-+\text{h.c.}$ has largest eigenvalue 1. The Cauchy-Schwarz inequality $(LS)^2\le F\chi$ yields
\begin{equation}
S(q)\le\tfrac12\sqrt{t/V}\,\tan(|q|/2).
\label{sbound}
\end{equation}

\subsection{Density order would imply transverse order}

Use the basis in which $X$ is diagonal, $Y$ is a real spin flip and $Z$ an imaginary one. On a pair of spins, $Y_iY_j$ flips both with amplitude $\frac14$; $Z_iZ_j$ does so with $-\frac14$ for equal and $+\frac14$ for opposite spins. The off-diagonal elements of $H$ are
\begin{equation}
-\tfrac14(2t+V)\ \text{(equal)},\qquad -\tfrac14(2t-V)\ \text{(opposite)}.
\end{equation}
For $V\le2t$ none is positive, so the unique ground state has nonnegative amplitudes here too. $\langle Z_iZ_j\rangle$ is then the same sum as $\langle Y_iY_j\rangle$, but with some signs reversed. Rotation symmetry about $Z$ adds the equality:
\begin{equation}
|\langle Z_iZ_j\rangle|\le\langle Y_iY_j\rangle=\langle X_iX_j\rangle,
\qquad \Omega_Z\le\Omega_X\equiv\langle X_0^2\rangle/L^2 ,
\label{compare}
\end{equation}
where $X_0$ is $X_q$ at $q=0$. This is where $V=2t$ enters. On ten sites the neighbour values of $|\langle ZZ\rangle|$ and $\langle XX\rangle$ are $0.128$ and $0.159$ at $V=t$, equal at $V=2t$, and $0.173$ and $0.136$ at $V=3t$, where the inequality fails.

\subsection{Transverse order is impossible}

Let $G(q)=\langle Y_qY_{-q}\rangle/L$. From $[Z_q,X_0]=iY_q$ and $[Z_q,Y_{-q}]=-iX_0$,
\begin{equation}
[Z_q,X_0Y_{-q}]=iY_qY_{-q}-iX_0^2 .
\end{equation}
The modulus of its expectation is at least $L^2\Omega_X-LG$. To bound it from above, use $\|X_0\|\le L/2$. The product $Z_qX_0Y_{-q}$ contributes at most $\sqrt{LS}\,\frac L2\sqrt{LG}$. For the other order, $Y_qX_0=X_0Y_q-iZ_q$, so it contributes at most $\sqrt{LS}\,(\frac L2\sqrt{LG}+\sqrt{LS})$. Dividing the sum by $L^2$,
\begin{equation}
\Omega_X\le\sqrt{S(q)G(q)}+\frac{G(q)+S(q)}{L}.
\label{master}
\end{equation}

Suppose $\Omega_X\ge\mu>0$ for arbitrarily large $L$. Since $Y_j^2=\frac14$, the sum rule is $\frac1L\sum_qG(q)=\frac14$. At most $1/\mu$ momenta can therefore have $G\ge\mu L/4$. For the others with $q=2\pi n/L\le\pi/2$, $n\ge1$, the last term of (\ref{master}) is at most $\mu/2$ once $L$ is large. Then $\sqrt{SG}\ge\mu/2$, and (\ref{sbound}) with $\tan(q/2)\le2q/\pi$ gives
\begin{equation}
G(q)\ge\frac{\mu^2}{4S(q)}\ge\frac{\mu^2}{2}\sqrt{\frac Vt}\,\frac{\pi}{2q}
=\frac{\mu^2}{8}\sqrt{\frac Vt}\,\frac Ln .
\end{equation}
Summed over $n$ up to $L/4$, with at most $1/\mu$ terms left out, $\frac1L\sum_qG$ diverges like $\ln L$ and violates the sum rule. So $\Omega_X\to0$, and (\ref{compare}) gives $\Omega_Z\to0$. $\square$

\section{Beyond $V=2t$}

For $V>2t$ the comparison (\ref{compare}) is lost and density order can exist. The Bethe-ansatz solution, quoted here and not derived, gives it for all $V>2t$:
\begin{equation}
m=\frac12\prod_{n=1}^{\infty}\tanh^2(n\eta),\qquad \cosh\eta=\frac{V}{2t}.
\end{equation}
At $V=6t$ this is $0.4429$; the centre of an 18-site chain between frozen ordered neighbours agrees to $10^{-4}$. The theorem does not rely on this formula.

Strong coupling can be checked by hand. In the alternating state a hop frustrates two bonds, each rising from $-V/4$ to $+V/4$, at a cost $V$. It is admixed with probability $t^2/V^2$. Each site belongs to two bonds, and a hop changes its $Z$ by one, so to leading order
\begin{equation}
m=\frac12-\frac{2t^2}{V^2}.
\end{equation}
The product agrees, since $\mathrm e^{-\eta}\to t/V$ and $\tanh^2\eta\to1-4t^2/V^2$. In Hartree-Fock, large $r$ gives $D\to\pi/4r$, hence $r\to V/4t$, and $m\to\frac12(1-1/4r^2)$, the same result. Exchange is essential: $p\to t/V$ doubles the hopping to $T=2t$. With $T=t$ one would have $r\to V/2t$ and a loss of order four times too small.

Hartree-Fock is therefore reliable for this order deep in the ordered phase and fails towards the transition. At $V=2.5t$ it gives $0.312$ against $0.129$; at $V=6t$, $0.451$ against $0.443$.

Small rings need care as evidence. From 6 to 18 sites $\Omega_Z$ falls from $0.105$ to $0.040$ at $V=t$, and only from $0.207$ to $0.202$ at $V=6t$. At $V=t$ a fit $a+b/L$ to 14 and 18 sites gives $a=0.004$, below the Hartree-Fock $m^2=0.007$. Yet on these rings Hartree-Fock itself has $m=0$ and $\Omega_Z=1/2L$, which extrapolates to zero although the infinite chain orders in that approximation. Rings this short therefore could not exclude so weak an order. The theorem does. The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
Energies in units of t; m and correlations are dimensionless
V | HF m | exact m | HF gap 2Delta | HF hopping T
0.5 | 0.00637 | 0.00000 | 0.01274 | 1.15915
1.0 | 0.08403 | 0.00000 | 0.33614 | 1.31595
2.0 | 0.25656 | 0.00000 | 2.05252 | 1.57030
2.5 | 0.31183 | 0.12893 | 3.11829 | 1.65836
4.0 | 0.40324 | 0.36676 | 6.45185 | 1.81580
6.0 | 0.45102 | 0.44286 | 10.82441 | 1.90443
exact m: 0 by proof for V<=2, product formula above
V=1: r = 0.06386, p = 0.31595, m^2 = 0.00706
  uniform HF energy/site = -0.737941
  ordered HF energy/site = -0.738792
  gain by ordering/site = 0.000851
  extrapolated exact-diag. energy/site = -0.74997
  missing in ordered HF/site = 0.01118
V=2: r = 0.32677, p = 0.28515, m^2 = 0.06583
  uniform HF energy/site = -0.839262
  ordered HF energy/site = -0.864577
  gain by ordering/site = 0.025315
  extrapolated exact-diag. energy/site = -0.88625
  missing in ordered HF/site = 0.02167
SCF ring, 200 sites, V=1: m = 0.08404, gap = 0.33614
SCF random starts, 30 sites, V=2: m = 0.2565, energy/site = -0.86458
V=0.3: Delta = 9.13028e-05, weak-coupling formula = 9.13028e-05
Squared staggered order on rings: L | V=1 | V=2 | V=6
6 | 0.10513 | 0.12956 | 0.20713
10 | 0.06767 | 0.09271 | 0.20343
14 | 0.05010 | 0.07364 | 0.20277
18 | 0.03985 | 0.06171 | 0.20214
Ten-site ring, neighbours: V | abs<ZZ> | <XX>
1 | 0.12808 | 0.15893
2 | 0.15051 | 0.15051
3 | 0.17320 | 0.13634
Ten-site ring, q=2pi/10: V | S_z | its bound | G | M2 | M2 bound
1 | 0.07635 | 0.16246 | 0.34755 | 0.10726 | 0.20529
2 | 0.05838 | 0.11488 | 0.38012 | 0.09271 | 0.19282
V=6 pinned 18-site chain: central m = 0.44294
V=40: (1/2-m)V^2/t^2, HF = 1.9938, exact = 2.0013
\end{verbatim}
